# Allowed Chemical Potentials of a Ternary Semiconductor by Linear Programming

## The growth window and its errors

A wide-gap ternary semiconductor is grown from sources of its three elements. A vacancy forms more easily when the missing element is scarce in the surroundings, so its calculated formation energy depends on the growth conditions. Those conditions cannot be varied at will. If one element is supplied too richly, a different compound or a pure element precipitates. We need the chemical potentials at which the host exists without such precipitates, and we need to know how errors in the input energies move their limits.

### From reservoirs to inequalities

Let the host be $A_aB_bX_c$ with $a,b,c>0$. Reservoir $i$ supplies atoms at chemical potential $\mu_i$. We measure it from the energy per atom $\mu_i^0$ of the reference element,

$$u_i=\mu_i-\mu_i^0,$$

a quantity often written $\Delta\mu_i$. The numerical output lists $u_A,u_B,u_X$ as mu_A, mu_B, mu_X.

Let phase $p$ contain $n_{pi}$ atoms of element $i$ per formula unit and have total energy $E_p$. Its formation energy is $H_p=E_p-\sum_i n_{pi}\mu_i^0$. Building one formula unit from the reservoirs costs

$$E_p-\sum_i n_{pi}(\mu_i^0+u_i)=H_p-\mathbf n_p\cdot\mathbf u. \tag{1}$$

A negative cost means that growth of $p$ is energetically favourable. A host in equilibrium neither grows nor dissolves, so its cost is zero. Every competitor must have a nonnegative cost:

$$\mathbf n_h\cdot\mathbf u=H_h,\qquad \mathbf n_p\cdot\mathbf u\le H_p . \tag{2}$$

The elements are included among the competitors. For them $H_p=0$, and (2) reads $u_i\le0$.

These conditions assume full equilibrium, ordered stoichiometric phases and energies from one consistent method. At finite temperature and pressure, free energies replace energies throughout. Growth that survives because a competitor nucleates slowly can lie outside the region. An omitted competitor would add an inequality, which can shrink the region but cannot enlarge it; no solver can detect the omission.

A polymorph with the host's composition needs separate treatment. Its left side in (2) is fixed by the host equality, so it merely asks whether the host is the lower-energy polymorph. We make that comparison first, and below no $\mathbf n_p$ is parallel to $\mathbf n_h$.

### A bounded polygon

The host equality removes one variable:

$$u_X=\frac{H_h-a u_A-b u_B}{c}.$$

Substituting this into the inequality for $p$ and collecting terms gives

$$\left(n_{pA}-\frac{a n_{pX}}c\right)u_A+\left(n_{pB}-\frac{b n_{pX}}c\right)u_B\le H_p-\frac{n_{pX}H_h}{c}. \tag{3}$$

Each competitor therefore allows one half-plane. Their intersection is convex. It is also bounded: since the other two potentials are nonpositive,

$$n_{hi}u_i=H_h-\sum_{j\ne i}n_{hj}u_j\ge H_h,
\qquad \frac{H_h}{n_{hi}}\le u_i\le0. \tag{4}$$

If the region has nonzero area, it is a polygon. At a vertex the host and two competitors $p,q$ have zero cost, so

$$M\mathbf u=\mathbf h,\qquad
M=\begin{pmatrix}\mathbf n_h\\ \mathbf n_p\\ \mathbf n_q\end{pmatrix},\qquad
\mathbf h=\begin{pmatrix}H_h\\H_p\\H_q\end{pmatrix}. \tag{5}$$

This point has a direct reading in the energy–composition diagram. With atomic fractions $x_i$, the plane $e=\sum_i x_iu_i$ passes through the energies per atom of the host, $p$ and $q$. By (2) it lies on or below every other phase. It is thus a facet of the lower convex hull that touches the host.

The algorithm is as follows.

1. Collect all competitors, elements included, and their $H_p$.
2. Solve (5) for each pair of competitors, skipping singular matrices.
3. Keep solutions that satisfy every inequality, and merge duplicates.
4. Use linear programming for the extremes of any quantity $\mathbf g\cdot\mathbf u$.

Formula units contain integer numbers of atoms, so $\det M$ is an integer. It is either zero or at least one in magnitude, which makes the singularity decision safe in floating-point arithmetic for ordinary small formulas.

### Why a limit is a reaction energy

Suppose that coefficients $w_p\ge0$ and a coefficient $y$ of either sign satisfy

$$\mathbf g=y\mathbf n_h+\sum_p w_p\mathbf n_p. \tag{6}$$

Taking the product with an allowed $\mathbf u$ and using (2) gives

$$\mathbf g\cdot\mathbf u=yH_h+\sum_p w_p\,\mathbf n_p\cdot\mathbf u
\le yH_h+\sum_p w_pH_p. \tag{7}$$

The weights $w_p$ must be nonnegative to preserve the inequality; $y$ is free because the host obeys an equality.

The bound is attained. Take a polygon of nonzero area and a vertex where $\mathbf g\cdot\mathbf u$ is largest. Let $p$ and $q$ supply its two edges. The vectors $\mathbf n_h,\mathbf n_p,\mathbf n_q$ are independent, so $\mathbf g=y\mathbf n_h+w_p\mathbf n_p+w_q\mathbf n_q$ for unique coefficients. Move from the vertex along edge $q$, in a direction $\mathbf d$ with

$$\mathbf n_h\cdot\mathbf d=0,\qquad \mathbf n_q\cdot\mathbf d=0,\qquad \mathbf n_p\cdot\mathbf d=-1.$$

This enters the allowed edge, so the objective cannot increase: $\mathbf g\cdot\mathbf d=-w_p\le0$. Hence $w_p\ge0$. Moving along edge $p$ gives $w_q\ge0$ in the same way. These coefficients are admissible in (6), and at the vertex all inequalities used in (7) are equalities. Therefore

$$\max_{\mathbf u}\mathbf g\cdot\mathbf u=
\min_{y,\;w_p\ge0}\left(yH_h+\sum_p w_pH_p\right), \tag{8}$$

with the minimum taken subject to (6).

For the upper limit of $u_i$, $\mathbf g$ is the unit vector of element $i$. Equation (6) then balances a reaction that consumes one atom of $i$. A negative $y$ means that host is consumed as well. The upper limit is the lowest energy among such balanced reactions. Above it, an atom taken from the reservoir would release energy by reacting. A lower limit follows by maximizing $-u_i$.

### Does a region exist?

Let $N_p$ be the number of atoms in a formula unit. Demand an equal spare energy $t$ per atom from every competitor, and maximize it:

$$\max t\quad\text{with}\quad \mathbf n_h\cdot\mathbf u=H_h,\qquad
\mathbf n_p\cdot\mathbf u+N_pt\le H_p. \tag{9}$$

Consider a mixture of competitors with weights $v_p\ge0$ and the host's composition, $\sum_pv_p\mathbf n_p=\mathbf n_h$. Counting atoms gives $\sum_pv_pN_p=N_h$. The weighted sum of the inequalities in (9) is

$$H_h+N_ht\le\sum_pv_pH_p .$$

The strongest bound comes from the mixture of lowest energy, $E_{\rm mix}$:

$$t\le t^*=\frac{E_{\rm mix}-H_h}{N_h}. \tag{10}$$

To attain it, take the facet of the competitors' own lower hull that covers the host composition. Its plane defines potentials $\mathbf u'$ with $\mathbf n_p\cdot\mathbf u'\le H_p$ and $\mathbf n_h\cdot\mathbf u'=E_{\rm mix}$. Subtract $t^*$ from all three potentials. Then $\mathbf n_h\cdot\mathbf u=E_{\rm mix}-N_ht^*=H_h$, and $\mathbf n_p\cdot\mathbf u+N_pt^*=\mathbf n_p\cdot\mathbf u'\le H_p$, as required.

If $t^*\ge0$, these potentials satisfy (2). Conversely, an allowed point satisfies (9) with $t=0$, so $t^*\ge0$. If $t^*>0$, every inequality has room to spare and a small disc in the host plane is allowed. Conversely, an interior point of a region with area lies off every limiting line, so all its slacks are positive and $t^*>0$. At $t^*=0$ the region has shrunk to a segment or a point.

### A model ternary

Take $ABX_3$ with $H_h=-17.0$ eV per formula unit. The energies are round model parameters and represent no particular material. The competing compounds, in eV per formula unit, are

- $AX$: $-6.0$; $AX_2$: $-6.5$; $AB$: $-0.4$;
- $BX$: $-5.3$; $B_2X_3$: $-15.6$; $BX_2$: $-10.0$;
- $A_2BX_4$: $-23.2$; $AB_2X_5$: $-27.2$.

Two of the limits become simple in terms of $s=u_A+u_X$. Since $u_A+u_B+3u_X=H_h$,

$$2u_A+u_B+4u_X=H_h+s\le-23.2\ \Rightarrow\ s\le-6.2,$$

$$u_A+2u_B+5u_X=2H_h-s\le-27.2\ \Rightarrow\ s\ge-6.8.$$

The two ternary competitors confine the host to a strip 0.6 eV wide in $s$. This explains why two stable-looking binaries have no effect. $AX$ requires $s\le-6.0$. $BX_2$ requires $u_B+2u_X=H_h-s\le-10.0$, or $s\ge-7.0$. Both conditions are weaker than those already imposed.

The other limits close the strip at its two ends. At the X-poor end, for example, elemental $B$ and $A_2BX_4$ meet where $u_B=0$ and $s=-6.2$ eV. Subtracting $u_A+u_X=-6.2$ from $u_A+3u_X=-17.0$ gives $2u_X=-10.8$, hence $u_X=-5.40$ and $u_A=-0.80$ eV. All seven vertices, in eV, are:

| | $u_A$ | $u_B$ | $u_X$ | Competitors |
|---|---|---|---|---|
| V1 | −0.80 | 0.00 | −5.40 | $B$, $A_2BX_4$ |
| V2 | −1.10 | 0.00 | −5.30 | $B$, $BX$ |
| V3 | −1.70 | −0.30 | −5.00 | $BX$, $B_2X_3$ |
| V4 | −2.00 | −0.60 | −4.80 | $B_2X_3$, $AB_2X_5$ |
| V5 | −5.90 | −10.20 | −0.30 | $AX_2$, $A_2BX_4$ |
| V6 | −6.80 | −10.20 | 0.00 | $X$, $AB_2X_5$ |
| V7 | −6.50 | −10.50 | 0.00 | $X$, $AX_2$ |

A separate geometric construction of the convex hull gives the same vertices.

To decide systematically whether $p$ cuts the region, raise its limit to $H_p+1$ eV and maximize $\mathbf n_p\cdot\mathbf u$. If the result does not exceed $H_p$, the other limits already enforce this one. If it does, removing $p$ admits new points. The 1 eV cap keeps the problem bounded, and convexity ensures that any enlargement shows up below the cap. The nonbinding competitors are $A$, $AX$, $BX_2$ and $AB$. The test treats one competitor at a time: if two limits coincide, each is enforced by the other, and only one of them may be dropped.

Elemental $A$ would need $u_A=0$, but the table shows that $u_A$ never exceeds −0.80 eV, so elemental $A$ is never in equilibrium with this host. The reaction that sets this limit is

$$A+2\,ABX_3\rightarrow \tfrac12B+\tfrac32A_2BX_4 .$$

It balances three $A$, two $B$ and six $X$ atoms. Its energy is $\tfrac32(-23.2)-2(-17.0)=-0.80$ eV, in agreement with V1.

If the growth atmosphere fixes $u_X$, the polygon reduces to a segment. For $u_X=-3.0$ eV the strip gives $-3.8\le u_A\le-3.2$ eV, and $u_B=-17.0+9.0-u_A$ runs from $-4.2$ to $-4.8$ eV. The remaining competitors are inactive there. At this $u_X$ each metal potential still has a range of 0.6 eV. The two move in opposite directions, so $u_A-u_B$ varies by 1.2 eV. Near the two ends of the polygon, for $u_X$ below −4.8 eV or above −0.3 eV, the other limits make these ranges narrower.

### Consequences for defects

If a defect adds $\delta_i$ atoms of element $i$ (negative for atoms removed), those atoms are taken from the reservoirs. At fixed charge and Fermi energy,

$$E_f=E_0-\boldsymbol\delta\cdot\mathbf u, \tag{11}$$

where $E_0$ is the formation energy at $\mathbf u=0$. This is linear, so its extremes over the polygon occur at vertices. If the Fermi energy is instead found from charge neutrality, it varies with $\mathbf u$, and for charged defects the vertex rule is no longer guaranteed.

For a neutral $X$ vacancy, $\delta_X=-1$ and $E_f=E_0+u_X$. With the model value $E_0=6.50$ eV, the range is 1.10 to 6.50 eV. One might try to define a metal-rich corner by $u_A=u_B=0$, which gives $u_X=-17.0/3=-5.667$ eV and $E_f=0.833$ eV. But there $4u_X=-22.667$ eV exceeds the $A_2BX_4$ limit by 0.533 eV, and the limits of $AX$ and $AB$ are violated as well. The corner therefore lies outside the allowed region. The false corner lies 0.267 eV below the true minimum. In the dilute limit, where concentration varies as $\exp(-E_f/k_BT)$, this overstates the largest vacancy concentration by $\exp(2.67)\approx14$ at $k_BT=0.1$ eV.

For a neutral $B$ atom on an $A$ site, $E_f=E_0+u_A-u_B$. With $E_0=4.00$ eV, the range is 2.60 to 8.30 eV. The minimum is shared by V3 and V4. Along their common edge, $2u_B+3u_X=H_{B_2X_3}$, and subtracting this from the host equality gives

$$u_A-u_B=H_h-H_{B_2X_3}=-17.0+15.6=-1.4\ \text{eV}. \tag{12}$$

The objective is constant on the whole edge. A solver may return either end, and the optimal energy is meaningful even though its location is not unique.

Treating the separate ranges of $u_A$ and $u_B$ as independent would give $4.00-6.80-0=-2.80$ eV at the bottom and $4.00-0.80+10.50=13.70$ eV at the top. The negative energy would suggest spontaneous defect formation, but the two extreme potentials never occur together.

### Propagation of energy errors

Let the formation energies change by $\delta H$. The coefficients in (6) depend on compositions alone, so a set that was optimal remains admissible. Equation (7) then gives, for changes of any size that leave an allowed region,

$$\max\mathbf g\cdot\mathbf u\ \text{(new)}\le
\max\mathbf g\cdot\mathbf u\ \text{(old)}+y\,\delta H_h+\sum_pw_p\,\delta H_p. \tag{13}$$

Equality holds as long as the old optimal pair of competitors still defines an allowed vertex. In that range $y$ and $w_p$ are the sensitivities to the input energies.

For the upper limit of $u_A$, the sensitivities are $-2$ to the host energy and $3/2$ to that of $A_2BX_4$. Solving the linear program again with each energy raised by 0.01 eV confirms both slopes. If every compound energy has an error of at most $\varepsilon$ per formula unit, the limit moves by at most $3.5\varepsilon$ while V1 survives.

Survival must be checked. At V1, $u_X=H_h-H_{A_2BX_4}/2$, and $BX$ requires $u_X\le H_{BX}$. The slack is $-5.3+5.4=0.1$ eV, and errors can reduce it by $(1+1+\tfrac12)\varepsilon=2.5\varepsilon$. Substituting V1 into the other limits gives weaker restrictions, so V1 is safe for $\varepsilon<0.04$ eV. With $\varepsilon=0.03$ eV, the limit is $u_A=-0.80\pm0.11$ eV.

A vertex can amplify errors more strongly. Equation (5) gives $\delta\mathbf u=M^{-1}\delta\mathbf h$. At V3, solving the two $B$–$X$ equalities and then the host equality yields

$$u_X=H_{B_2X_3}-2H_{BX},\qquad u_B=3H_{BX}-H_{B_2X_3},$$

$$u_A=H_h-u_B-3u_X=H_h+3H_{BX}-2H_{B_2X_3}.$$

The error bounds for this intersection are $3\varepsilon$, $4\varepsilon$ and $6\varepsilon$ respectively. Yet $u_A-u_B$ is uncertain by only $2\varepsilon$, because $H_{BX}$ cancels fully and $H_{B_2X_3}$ in part, as (12) shows. Adding the separate bounds would give $10\varepsilon$. Errors should therefore be propagated through the defect energy itself, not through individual potentials. These bounds cover the potentials only; any error in $E_0$ must be included separately. The edge V3–V4 persists while V3 obeys the $AB_2X_5$ limit; that slack is $H_{AB_2X_5}+H_{BX}-H_{B_2X_3}-H_h=0.1$ eV, which is safe for $4\varepsilon<0.1$ eV.

An error $\eta$ in an elemental reference $\mu_i^0$ is correlated across compounds. It changes each $H_p$ by $-n_{pi}\eta$. Replacing $u_i$ by $u_i-\eta$ restores all compound conditions, so in absolute potentials $\mu_i$ only the limit set by element $i$ itself moves. The defect energy at given absolute potentials is unchanged, since the shifts in $E_0$ and $u_i$ cancel in (11). The end of a range can still move if it lies on the limit of element $i$: the largest $X$-vacancy energy changes by $\eta$ for $i=X$, and the smallest by $-\eta/2$ for $i=B$.

Finally, the existence of the region can be at stake. The best decomposition is

$$ABX_3\rightarrow\tfrac13A_2BX_4+\tfrac13AB_2X_5,$$

with energy $(-23.2-27.2)/3+17.0=0.20$ eV per formula unit, or $t^*=0.040$ eV per atom. Raising the host energy by 0.20 eV makes the two ternary limits coincide at $s=-6.4$ eV: the polygon becomes a segment, and any further rise leaves it empty. If all three energies err unfavourably, this margin falls by $(1+\tfrac13+\tfrac13)\varepsilon$ and vanishes at $\varepsilon=0.12$ eV per formula unit. One $\varepsilon$ for all formula units is an illustrative choice, not the accuracy of any method. If the error is instead $\varepsilon_a$ per atom, the margin falls by $(5+\tfrac73+\tfrac83)\varepsilon_a=10\varepsilon_a$ and vanishes at $\varepsilon_a=0.02$ eV, while the $BX$ slack at V1 falls by $(5+2+\tfrac72)\varepsilon_a$ and is used up near $0.0095$ eV. A potential range several electronvolts long can therefore rest on a small stability margin, and $t^*$ should be reported beside the vertices listed in the numerical output.

## Calculated quantities

```
Model formation energies, eV per formula unit
host ABX3: -17.0
A: 0.0
B: 0.0
X: 0.0
AX: -6.0
AX2: -6.5
BX: -5.3
B2X3: -15.6
BX2: -10.0
AB: -0.4
A2BX4: -23.2
AB2X5: -27.2
Vertices: mu_A, mu_B, mu_X; E(V_X), E(B_A); all eV
V1 -0.80 0.00 -5.40 1.10 3.20 with B, A2BX4
V2 -1.10 0.00 -5.30 1.20 2.90 with B, BX
V3 -1.70 -0.30 -5.00 1.50 2.60 with BX, B2X3
V4 -2.00 -0.60 -4.80 1.70 2.60 with B2X3, AB2X5
V5 -5.90 -10.20 -0.30 6.20 8.30 with AX2, A2BX4
V6 -6.80 -10.20 0.00 6.50 7.40 with X, AB2X5
V7 -6.50 -10.50 0.00 6.50 8.00 with X, AX2
mu_A range: -6.80 to -0.80 eV; elements-only minimum -17.000 eV
mu_B range: -10.50 to 0.00 eV; elements-only minimum -17.000 eV
mu_X range: -5.40 to 0.00 eV; elements-only minimum -5.667 eV
Binding phases: B, X, AX2, BX, B2X3, A2BX4, AB2X5
Nonbinding phases: A, AX, BX2, AB
Upper limit of mu_A from reaction: -0.80 eV
Host units consumed per A atom: 2.00
Products per A atom: 0.50 B, 1.50 A2BX4
Stability margin: 0.0400 eV/atom
Stability margin: 0.200 eV per formula unit
Best decomposition per host unit: 0.3333 A2BX4, 0.3333 AB2X5
V_X energy at elemental reference: 6.50 eV
V_X allowed range: 1.10 to 6.50 eV
B_A energy at elemental reference: 4.00 eV
B_A allowed range: 2.60 to 8.30 eV
B_A false box range: -2.80 to 13.70 eV
B_A minimum shared by vertices: V3, V4
False metal-rich corner mu_X: -5.667 eV
V_X energy at false corner: 0.833 eV
Largest violation there: A2BX4, 0.533 eV per formula unit
```
